Hellmann-Feynman theorem for scattering phase shifts, with the square well

Q: For a bound state I know how the energy responds to a parameter λ in the potential: dE/dλ is the expectation value of ∂V/∂λ. You want something similar for a scattering state. But there the energy is whatever the beam supplies. What is left to respond?

A: The phase shift. Take a particle of mass m in a real central potential V(r;λ), and write the radial function as u(r) = r R(r). At energy E = ħ²k²/2m > 0 it obeys

u'' + [k² − l(l+1)/r² − U(r)] u = 0,  U = 2mV/ħ²,

with u(0) = 0. Far out, where the potential and the centrifugal term have died away, u is a sine wave of wave number k. The potential can then show itself only in the position of the nodes:

u → sin(kr − lπ/2 + δ).

For V = 0 the regular solution has δ = 0, so δ measures the displacement of the wave. We want ∂δ/∂λ at fixed k, l and m.

Q: Why not insert the scattering state into the bound-state theorem?

A: Because it says nothing there. The theorem reads

dE/dλ = ∫u² (∂V/∂λ) dr / ∫u² dr.

In the continuum the left side is zero, since E is held fixed. On the right the numerator is finite for a short-ranged ∂V/∂λ, but the norm integral grows without limit, so the right side is zero too. The information sits in the boundary term at large r, which is absent for a bound state. We must keep that term.

Q: Then keep it. But I won't accept differentiating an asymptotic form with respect to λ without a reason. A small correction need not have a small derivative.

A: We can avoid that by comparing two potentials a finite distance apart. Let u₁ and u₂ be the solutions for U₁ and U₂, with the same k and l:

u₁'' = [l(l+1)/r² + U₁ − k²] u₁
u₂'' = [l(l+1)/r² + U₂ − k²] u₂

Multiply the second equation by u₁, the first by u₂, and subtract. The centrifugal and k² terms cancel:

u₁u₂'' − u₂u₁'' = (U₂ − U₁) u₁u₂.

The left side is the derivative of W = u₁u₂' − u₁'u₂, because the products u₁'u₂' cancel when W is differentiated. Integration from 0 to R gives

W(R) − W(0) = ∫₀ᴿ (U₂ − U₁) u₁u₂ dr.

Q: What happens at the origin?

A: If V diverges no faster than r^(−2+ε), with ε > 0, the centrifugal term, or for l = 0 the condition u(0) = 0, fixes the regular behaviour u ∝ r^(l+1). Each product in W is then of order r^(2l+1), so W(0) = 0, also for l = 0.

At the far end, put x = kR − lπ/2. As R grows,

W(R) → k [sin(x+δ₁) cos(x+δ₂) − cos(x+δ₁) sin(x+δ₂)] = k sin(δ₁ − δ₂).

The dependence on R has dropped out. Therefore

sin(δ₂ − δ₁) = −(1/k) ∫₀^∞ (U₂ − U₁) u₁u₂ dr.

This holds for a finite difference between the potentials, and no asymptotic form has been differentiated with respect to λ. The radial derivative used in W(R) is safe: far out the radial equation tends to the free equation u'' = −k²u, and u and u' approach the sine wave and its slope k cos(kr − lπ/2 + δ) together. For a slowly decaying tail the approach is slow.

Q: Now you let the two potentials approach each other?

A: Yes. Let them belong to λ and λ + Δλ. Then U₂ − U₁ ≈ (2m/ħ²)(∂V/∂λ)Δλ, u₂ → u₁ = u, and sin(δ₂ − δ₁) ≈ δ₂ − δ₁ if the phase is followed continuously. Division by Δλ gives

(∂δ/∂λ)ₖ = −(2m/ħ²k) ∫₀^∞ u² (∂V/∂λ) dr.

It is sufficient that V and ∂V/∂λ both fall off at least as fast as r^(−1−ε), with ε > 0, at large r, and that both diverge no faster than r^(−2+ε) at the origin.

Q: A prefactor with 1/k looks arbitrary. If I double u, the right side grows fourfold.

A: The formula belongs to one normalization, unit amplitude at infinity. That is where the sine wave entered W(R). For another amplitude N, divide the integral by N².

The prefactor becomes simpler with energy-normalized functions, for which ∫u_E u_E' dr = δ_D(E − E'), with δ_D the Dirac delta. Unit-amplitude waves satisfy

∫u_k u_k' dr = (π/2) δ_D(k − k') = (πħ²k/2m) δ_D(E − E'),

where the last step uses dE/dk = ħ²k/m. Hence u_E² = (2m/πħ²k) u², and

∂δ/∂λ = −π ∫u_E² (∂V/∂λ) dr.

This is an expectation value in form, with −π in front.

Q: And the minus sign?

A: If V is raised everywhere, ∂V/∂λ ≥ 0 and δ falls. Repulsion pushes the wave outward: a node at kr − lπ/2 + δ = nπ moves to larger r when δ decreases. A deeper attraction pulls the nodes inward and raises δ.

Q: I would trust this more if it followed from the ordinary theorem. Can you put the system in a box?

A: Take l = 0, a potential that vanishes beyond some radius, and a hard wall at a larger radius L. The wall demands sin(kL + δ) = 0, so

kL + δ(k,λ) = nπ.

Now k is no longer free. Differentiate at fixed n, writing δ_k = ∂δ/∂k and δ_λ = ∂δ/∂λ:

(dk/dλ)(L + δ_k) + δ_λ = 0.

With dE/dλ = (ħ²k/m) dk/dλ this becomes

dE/dλ = −(ħ²k/m) δ_λ / (L + δ_k).

The box state is an ordinary bound state, so dE/dλ is also ∫u²(∂V/∂λ)dr divided by ∫₀ᴸu²dr. We need that norm.

Q: It contains the unknown function inside the potential.

A: It can still be found from the boundary. Differentiate the radial equation with respect to k at fixed λ, writing u_k = ∂u/∂k:

u_k'' + (k² − U) u_k = −2k u.

Multiply by u and subtract u_k times the original equation:

d/dr (u u_k' − u'u_k) = −2k u².

Near the wall u = sin(kr + δ) holds without correction, so differentiation is safe. At r = L we have u = 0, u' = k cos(kL + δ) and u_k = (L + δ_k) cos(kL + δ). The squared cosine is 1 there, and at r = 0 both u and u_k vanish. The integrated equation is

−k(L + δ_k) = −2k ∫₀ᴸ u² dr,  so  ∫₀ᴸ u² dr = (L + δ_k)/2.

Equating the two expressions for dE/dλ,

−(ħ²k/m) δ_λ/(L + δ_k) = 2 ∫u²(∂V/∂λ)dr / (L + δ_k).

The factor L + δ_k cancels and the phase formula returns. A box level near a fixed positive energy moves by an amount of order 1/L, and the phase derivative is what remains after that factor is removed. A level bound in the potential itself lies outside this argument; its shift does not shrink as L grows.

Q: Now the square well. There everything is known, so the formula can fail.

A: Let V = −V₀ for r < a and zero outside, with l = 0. Inside,

u = A sin Kr,  K² = k² + 2mV₀/ħ²,

and outside u = sin(kr + δ). Continuity of u and u' at r = a gives

A sin Ka = sin(ka + δ)
A K cos Ka = k cos(ka + δ)

Their ratio is the condition for the phase:

tan(ka + δ) = (k/K) tan Ka.

Divide the second condition by k, then square and add both:

A² [sin²Ka + (K²/k²) cos²Ka] = 1,  so  A² = k² / (k² sin²Ka + K² cos²Ka).

Take λ = V₀ first. Then ∂V/∂V₀ = −1 inside and 0 outside, and the theorem predicts

∂δ/∂V₀ = (2m/ħ²k) A² ∫₀ᵃ sin²Kr dr = (2m/ħ²k) A² [a/2 − sin(2Ka)/(4K)].

Q: And without the theorem?

A: Differentiate the phase condition with respect to K at fixed k, with θ = ka + δ:

(1/cos²θ) ∂θ/∂K = k [a/(K cos²Ka) − tan Ka/K²].

The second matching condition gives cos²θ = A²K² cos²Ka/k². Multiplying by it,

∂θ/∂K = (A²/k) [aK − sin Ka cos Ka].

From K² = k² + 2mV₀/ħ² follows dK/dV₀ = m/(ħ²K). Since ka is fixed, ∂δ/∂V₀ = (∂θ/∂K)(dK/dV₀), so

∂δ/∂V₀ = (mA²/ħ²k) [a − sin(2Ka)/(2K)].

Taking a factor 2 out of the bracket gives the predicted expression. Where cos Ka = 0 the tangents diverge, but both final expressions are continuous there, so the equality persists.

Q: You chose the smooth parameter. Move the edge instead. Then ∂V/∂a is infinite at one point.

A: The finite identity handles this. For radii a and a + Δa the potentials differ only in the thin shell between them, where U₂ − U₁ = −2mV₀/ħ². Thus

sin(δ₂ − δ₁) = (2mV₀/ħ²k) ∫ₐ^(a+Δa) u₁u₂ dr.

Both functions are continuous, so for small Δa the integral is u(a)²Δa, and

∂δ/∂a = (2mV₀/ħ²k) u(a)² = [(K² − k²)/k] A² sin²Ka.

For the direct route, differentiate the phase condition with respect to a:

(1/cos²θ) ∂θ/∂a = k/cos²Ka,  so  ∂θ/∂a = A²K²/k.

Since θ = ka + δ, we subtract k:

∂δ/∂a = (A²K² − k²)/k.

The expression for A² lets us write k² = A²(k² sin²Ka + K² cos²Ka). Then

A²K² − k² = A² [K²(1 − cos²Ka) − k² sin²Ka] = A²(K² − k²) sin²Ka,

which agrees with the shell result.

Q: Let me see numbers.

A: Take an electron with E = 2 eV and a model well with V₀ = 5 eV and a = 3 Å. With ħ²/2m = 3.80998 eV Å²,

k = √(2/3.80998) = 0.72453 Å⁻¹
K = √(7/3.80998) = 1.35546 Å⁻¹

so ka = 2.1736 and Ka = 4.0664. The tangent condition leaves a multiple of π open. As V₀ grows from zero, θ and Ka start equal and pass the odd multiples of π/2 together. Here Ka lies between π/2 and 3π/2, so θ does too:

θ = π + arctan[(k/K) tan Ka] = 3.7583
δ = θ − ka = 1.5848 rad (from unrounded values), or 90.8°.

The interior amplitude is A² = 0.52466 and ∫₀ᵃ sin²Kr dr = 1.32268 Å. Their product is ∫₀ᵃu²dr = 0.69396 Å. Since 2m/(ħ²k) = 1/(3.80998 × 0.72453) = 0.36226 eV⁻¹ Å⁻¹,

∂δ/∂V₀ = 0.36226 × 0.69396 = 0.2514 rad/eV.

For the edge, u(a)² = 0.33452 and

∂δ/∂a = 0.36226 × 5 × 0.33452 = 0.6059 rad/Å.

One can also forget the matching formulas, integrate the radial equation numerically for neighbouring depths or radii, read off the phases and take a five-point finite difference. This gives the same 0.2514 rad/eV and 0.6059 rad/Å.

Q: How far can I trust the derivative for a real change in depth?

A: For a deepening of 0.1 eV it predicts a phase change of 0.02514 rad. Solving the deeper well gives 0.02553 rad. The prediction is low by 1.5% of the actual change, because the slope itself changes over the step.

Q: Then for the whole well I could start from V₀ = 0, where u is simply sin kr, and multiply by 5 eV.

A: That is the first Born phase, and here it is poor. The slope at zero depth is

(2m/ħ²k) ∫₀ᵃ sin²kr dr = 0.6601 rad/eV,

which gives 3.301 rad instead of 1.585 rad. The derivative formula is right at V₀ = 0, but the wave does not stay free. At 5 eV the slope has fallen to 0.2514 rad/eV. The amplitude shows part of the reason. Rewriting it as

A² = k² / [k² + (K² − k²) cos²Ka],

we see that A² ≤ 1 for an attractive well, with equality where cos Ka = 0. In this example A² is about half its free value. It does not fall steadily with depth: at V₀ = 7.40 eV, where Ka = 3π/2, A² is back at 1 and the slope has risen again to 0.543 rad/eV.

If u is updated at every depth, the slope can be integrated:

δ(V₀) = ∫₀^V₀ (∂δ/∂V) dV,

where V is the running depth. Numerical quadrature gives 1.5848 rad, the phase found by matching. This route also fixes the multiple of π, since it starts from δ = 0 and follows the phase continuously.

Q: When is the Born estimate reasonable?

A: For this well, at high energy. When k² is much larger than 2mV₀/ħ², A² → 1. If also (K − k)a ≪ 1, the interior wave stays in step with the free one, and

∂δ/∂V₀ → (m/ħ²k) [a − sin(2ka)/(2k)].

At large ka this is close to ma/(ħ²k), which falls as 1/k: a fast particle spends less time in the well.

Q: At the other end, k → 0, your prefactor diverges.

A: The integral vanishes to compensate, apart from one exceptional case. For l = 0 and a potential of finite range, the low-energy phase is δ ≈ nπ − kα, where α is the scattering length. Within a fixed distance of the potential, u then approaches ±k v(r), where v is the zero-energy solution with v = r − α outside. Insert both into the finite identity for two neighbouring potentials with the same n, divide by −k and let k → 0:

α₂ − α₁ = ∫(U₂ − U₁) v₁v₂ dr.

Now divide by Δλ and let Δλ → 0:

∂α/∂λ = (2m/ħ²) ∫v² (∂V/∂λ) dr.

For the square well let K₀² = 2mV₀/ħ². Matching v = B sin K₀r to r − α at the edge gives B = 1/(K₀ cos K₀a) and α = a − tan(K₀a)/K₀. The integral formula yields

∂α/∂V₀ = −(2m/ħ²) [a/2 − sin(2K₀a)/(4K₀)] / (K₀² cos²K₀a).

Direct differentiation, with dK₀/dV₀ = m/(ħ²K₀), gives

∂α/∂V₀ = (m/ħ²K₀) [tan(K₀a)/K₀² − a/(K₀ cos²K₀a)],

and taking out −1/(K₀ cos²K₀a) turns this into the same expression. The exceptional case is cos K₀a = 0. There the well is on the point of binding a new s state, α is infinite, and v cannot be normalized to r − α.

Q: So far every worked case has a sharp edge and l = 0. Does a smooth potential with a centrifugal barrier behave?

A: Take V = −G exp(−r²/b²) with G = 5 eV, b = 2 Å and E = 2 eV, and vary the width:

∂V/∂b = −G (2r²/b³) exp(−r²/b²).

With u from numerical integration of the radial equation, the formula gives

l = 0: ∂δ/∂b = 0.4728 rad/Å
l = 1: ∂δ/∂b = 1.1618 rad/Å
l = 2: ∂δ/∂b = 0.3489 rad/Å

Finite differences of the computed phases give the same values to these digits. All three are positive, as they must be, because widening this well lowers V everywhere. The sequence is not monotonic in l: the weighted integral of u² is largest for the p wave at this energy.

Q: And the box? That argument should survive a calculation too.

A: Put the square well in a box with L = 30 Å and diagonalize the Hamiltonian in 400 sine functions. The level nearest 2 eV lies at 1.7543 eV, with k = 0.67857 Å⁻¹ and n = 7. Finite differences give dE/dV₀ = −0.040827 for this level and δ_k = −1.1820 Å at its wave number. Solving the box relation for the phase derivative,

∂δ/∂V₀ = −(m/ħ²k)(L + δ_k) dE/dV₀
= 0.040827 × 28.818 / (2 × 3.80998 × 0.67857)
= 0.2275 rad/eV.

The scattering integral at the same k also gives 0.2275 rad/eV. It differs from the earlier 0.2514 rad/eV because the box level does not lie at 2 eV.

Q: Where does the theorem stop?

A: A Coulomb tail of varying strength breaks it. Then ∂V/∂λ falls as 1/r, u² averages to 1/2, and the integral diverges logarithmically. A fixed Coulomb tail does no harm if λ changes only a short-ranged part. Both waves then carry the same logarithmic term in their phase. It cancels in W(R), its derivative vanishes as 1/R, and δ is the phase added to the Coulomb wave.

The origin sets a limit too. For l = 0 and U ≈ −g/r² near r = 0, the trial form u ∝ r^s gives s(s − 1) + g = 0. For g > 1/4 the roots are complex, u oscillates without end as r → 0, and the condition u(0) = 0 no longer selects a phase. The derivation also assumed a local potential V(r).

A further restriction is the fixed wave number. If k changes with λ, the total change is

dδ/dλ = (∂δ/∂λ)ₖ + (∂δ/∂k)(dk/dλ),

and the theorem supplies the first term alone. In the box the two terms add up to −L dk/dλ, as the wall condition requires.
